\section*{Minigaps from alternating mass in a superlattice without band offset}

\section*{Question}

A superlattice repeats two semiconductor layers, A and B, whose conduction-band edges lie at the same energy. An electron moving along the growth axis meets no potential step. Why can its spectrum still contain minigaps, and when does one of them close?

\section*{Answer}

\subsection*{The mechanism: a step in velocity reflects}

Let the layers have widths $a$ and $b$, effective masses $m_A\neq m_B$ and period $d=a+b$. Put the common band edge at $E=0$. For one parabolic band, sharp interfaces and no in-plane motion, take
\begin{equation}
-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac{1}{m(z)}\frac{d\psi}{dz}\right)=E\psi .
\label{eq:h}
\end{equation}
Integrating over a vanishing interval around an interface makes the right-hand side vanish, so $\psi'/m$ is continuous. The function $\psi$ is continuous too, since a jump would put a delta function into $\psi'$.

At energy $E$ the wavenumbers and velocities are
\begin{equation}
k_i=\frac{\sqrt{2m_iE}}{\hbar},\qquad v_i=\frac{\hbar k_i}{m_i}=\sqrt{\frac{2E}{m_i}},\qquad i=A,B .
\end{equation}
Send a wave $e^{ik_Az}+re^{-ik_Az}$ from A onto an interface at $z=0$, with $te^{ik_Bz}$ transmitted. The two matching conditions are $1+r=t$ and $v_A(1-r)=v_Bt$. Eliminating $t$ gives
\begin{equation}
r=\frac{v_A-v_B}{v_A+v_B}=\frac{\eta-1}{\eta+1},\qquad
\eta=\frac{v_A}{v_B}=\sqrt{\frac{m_B}{m_A}} .
\label{eq:r}
\end{equation}
The electron is reflected although the potential is flat, because a wave of unchanged amplitude could not carry the same current at a different velocity. In this model $r$ does not depend on energy.

A B layer has two faces, with reflection amplitudes $r$ and $-r$ for waves coming from the left. With $\varphi_A=k_Aa$ and $\varphi_B=k_Bb$, the layer reflects, to first order in $r$, the amplitude $r(1-e^{2i\varphi_B})$. Reflections from successive periods add in phase when $2(\varphi_A+\varphi_B)=2n\pi$. This is Bragg reflection, and it produces a gap unless the two faces of each layer cancel each other.

\subsection*{The dispersion relation}

Follow the continuous pair $(\psi,\psi'/m)$ across one layer. With $\kappa_i=k_i/m_i$, the solution of $\psi''=-k_i^2\psi$ gives
\begin{equation}
T_i=\begin{pmatrix}\cos\varphi_i & \kappa_i^{-1}\sin\varphi_i\\ -\kappa_i\sin\varphi_i&\cos\varphi_i\end{pmatrix},\qquad \det T_i=1 .
\end{equation}
The matrix of a period is $M=T_BT_A$. Its diagonal elements are
\begin{align}
M_{11}&=\cos\varphi_A\cos\varphi_B-\frac{\kappa_A}{\kappa_B}\sin\varphi_A\sin\varphi_B,\\
M_{22}&=\cos\varphi_A\cos\varphi_B-\frac{\kappa_B}{\kappa_A}\sin\varphi_A\sin\varphi_B .
\end{align}
A Bloch state is an eigenvector of $M$ with eigenvalue $e^{iqd}$. Since $\det M=1$, the other eigenvalue is $e^{-iqd}$, and the trace is $2\cos qd$. Because $\kappa_A/\kappa_B=\eta$,
\begin{equation}
\cos qd=\cos\varphi_A\cos\varphi_B-\frac12\left(\eta+\frac1\eta\right)\sin\varphi_A\sin\varphi_B .
\label{eq:kp}
\end{equation}
This is the Kronig--Penney relation for alternating masses. Energies at which the right-hand side lies outside $[-1,1]$ have no real $q$ and are forbidden.

Define $\Phi=\varphi_A+\varphi_B$. Then $\cos\varphi_A\cos\varphi_B=\cos\Phi+\sin\varphi_A\sin\varphi_B$, and
\begin{equation}
\cos qd=\cos\Phi-\frac{(\eta-1)^2}{2\eta}\sin\varphi_A\sin\varphi_B .
\label{eq:kp2}
\end{equation}
Equal masses give $\eta=1$ and $\cos qd=\cos\Phi$, without gaps. For unequal masses, look at the Bragg energies $\Phi=n\pi$. Both phases grow as $\sqrt E$, so the fraction
\begin{equation}
f=\frac{\varphi_A}{\Phi}=\frac{a\sqrt{m_A}}{a\sqrt{m_A}+b\sqrt{m_B}}
\end{equation}
is fixed by the structure. At $\Phi=n\pi$ we have $\varphi_A=n\pi f$ and $\sin\varphi_B=\sin(n\pi-\varphi_A)=-(-1)^n\sin\varphi_A$, hence
\begin{equation}
\cos qd=(-1)^n\left[1+\frac{(\eta-1)^2}{2\eta}\sin^2(n\pi f)\right].
\label{eq:bragg}
\end{equation}
The bracket exceeds 1 unless $nf$ is an integer. So every Bragg energy with non-integer $nf$ lies inside a gap. Since $0<f<1$, this includes $n=1$: within this model the first minigap is open for any two unequal masses and any widths.

\subsection*{Edges and accidental closures}

It remains to show that an integer $nf$ really closes the gap. Let $\Delta=\varphi_A-\varphi_B$ and use $\sin\varphi_A\sin\varphi_B=\frac12(\cos\Delta-\cos\Phi)$. Equation (\ref{eq:r}) gives $r^2/(1-r^2)=(\eta-1)^2/(4\eta)$, so (\ref{eq:kp2}) becomes
\begin{equation}
\cos qd=\frac{\cos\Phi-r^2\cos\Delta}{1-r^2}.
\end{equation}
The right-hand side is above $1$ when $1-\cos\Phi<r^2(1-\cos\Delta)$, and below $-1$ when $1+\cos\Phi<r^2(1+\cos\Delta)$. In half angles, the forbidden regions are
\begin{equation}
\begin{aligned}
|\sin(\Phi/2)|&<|r|\,|\sin(\Delta/2)| &&(n\ \text{even}),\\
|\cos(\Phi/2)|&<|r|\,|\cos(\Delta/2)| &&(n\ \text{odd}).
\end{aligned}
\label{eq:edges}
\end{equation}
Write $\Phi=n\pi+\delta$ with $|\delta|\le\pi$, and note that $\Delta=(2f-1)\Phi$. Both lines then take the form
\begin{equation}
\left|\sin\frac{\delta}{2}\right|<|r|\left|\sin\left[n\pi f+\left(f-\tfrac12\right)\delta\right]\right| .
\label{eq:delta}
\end{equation}
If $nf$ is an integer, the right-hand side is $|r||\sin[(f-\frac12)\delta]|$. Since $|f-\frac12|<\frac12$ and the sine rises up to $\pi/2$, this is smaller than $|\sin(\delta/2)|$ for every $\delta\neq0$. No forbidden energy is left. Gap $n$ therefore closes if and only if $nf$ is an integer.

A closure means $\varphi_A=p\pi$ and $\varphi_B=s\pi$ with positive integers $p+s=n$. Each layer holds a whole number of half-waves, and the reflections from its two faces cancel. The closure is accidental in the sense that it rests on a ratio of widths and masses,
\begin{equation}
\frac{a\sqrt{m_A}}{b\sqrt{m_B}}=\frac ps ,
\end{equation}
and not on a symmetry. If $f$ is irrational, no gap closes.

For small $|r|$, (\ref{eq:delta}) puts the edges at $\delta\approx\pm\delta_0$ with $\delta_0=2|r||\sin n\pi f|$. As $E=E_n(\Phi/n\pi)^2$, the width is $E_n[(n\pi+\delta_0)^2-(n\pi-\delta_0)^2]/(n\pi)^2=4E_n\delta_0/(n\pi)$, or
\begin{equation}
\Delta E_n\approx\frac{8|r|E_n}{n\pi}|\sin n\pi f|,\qquad
E_n=\frac{\hbar^2\pi^2n^2}{2(a\sqrt{m_A}+b\sqrt{m_B})^2}.
\label{eq:width}
\end{equation}
Apart from the sine, the gaps grow in proportion to $n$, because $r$ does not fall with energy.

\subsection*{The bands at a closure and at the bottom}

Near a closure at energy $E_c$, let $\varphi_A=p\pi+\alpha_A$ and $\varphi_B=s\pi+\alpha_B$. From $\varphi_i\propto\sqrt E$ follow $\alpha_A=p\pi\,\delta E/(2E_c)$ and $\alpha_B=s\pi\,\delta E/(2E_c)$. Set $qd=n\pi+\theta$ and expand both sides of (\ref{eq:kp}) to second order. The common factor $(-1)^n$ cancels, leaving
\begin{equation}
\theta^2=\alpha_A^2+\alpha_B^2+\left(\eta+\frac1\eta\right)\alpha_A\alpha_B ,
\label{eq:theta}
\end{equation}
\begin{equation}
\left|\frac{dE}{d(qd)}\right|=\frac{2E_c}{\pi\sqrt{p^2+s^2+(\eta+1/\eta)ps}} .
\label{eq:slope}
\end{equation}
The slope is not zero, so the two bands cross linearly instead of flattening at $qd=n\pi$.

At the bottom of the spectrum the same expansion holds with $\theta=qd$ and $\alpha_i=\varphi_i$. Since $\eta\sqrt{m_Am_B}=m_B$ and $\sqrt{m_Am_B}/\eta=m_A$, it gives $q^2d^2=(2E/\hbar^2)(a+b)(am_A+bm_B)$. The lowest miniband starts at the common edge $E=0$, with mass $(am_A+bm_B)/d$.

\subsection*{Numbers for one structure}

Take $a=6$ nm, $b=8$ nm, $m_A=0.08\,m_0$ and $m_B=0.18\,m_0$, where $m_0$ is the free-electron mass. Then $\eta=\sqrt{2.25}=1.5$, $r=0.5/2.5=0.2$ and $f=6/(6+8\times1.5)=1/3$. Gaps 3, 6, 9 and so on must close.

At the first Bragg energy, (\ref{eq:bragg}) gives $|\cos qd|=1+(0.25/3)(0.75)=1.0625$, so this energy is forbidden. The edges can be found by hand. With $x=\varphi_A$ we have $\varphi_B=2x$, $\Phi=3x$ and $\Delta=-x$. For odd $n$, the identity $\cos(3x/2)=\cos(x/2)(2\cos x-1)$ turns the edge condition into
\begin{equation}
|2\cos x-1|=0.2\quad\Rightarrow\quad\cos x=0.6\ \text{or}\ 0.4,
\end{equation}
apart from the common factor $\cos(x/2)$, whose zero at $x=\pi$ is the closed third gap. The energy is $E=\hbar^2x^2/(2m_Aa^2)=13.229\,x^2$ meV. The phases $x=0.9273$ and $1.1593$ give edges at 11.38 and 17.78 meV, and a gap of 6.40 meV. Formula (\ref{eq:width}) gives $8(0.2)(14.51)(0.866)/\pi=6.40$ meV.

\begin{center}
\begin{tabular}{ccccc}
$n$ & $E_n$ & lower edge & upper edge & width (meV)\\
1 & 14.51 & 11.38 & 17.78 & 6.40\\
2 & 58.03 & 51.98 & 64.86 & 12.88\\
3 & 130.57 & 130.57 & 130.57 & 0\\
4 & 232.12 & 219.02 & 244.71 & 25.69\\
5 & 362.68 & 347.32 & 379.48 & 32.16\\
6 & 522.26 & 522.26 & 522.26 & 0
\end{tabular}
\end{center}

The open gaps follow $n$ closely because $|\sin(n\pi/3)|$ has the same value for all of them. A finite-element solution of (\ref{eq:h}), which does not use the dispersion relation, reproduces all twelve edges within $1.4\times10^{-4}$ meV; further values are in the numerical output.

The cancellation can be seen in a single B layer embedded in A. Summing its internal reflections gives the transmission $(1-r^2)^2/|1-r^2e^{2i\varphi_B}|^2$. This is 0.885 at the first Bragg energy and 1 at the closure, 0.1306 eV. There $p=1$ and $s=2$, and (\ref{eq:slope}) gives a slope of 27.2 meV per radian of $qd$. The mass at the bottom is $(6\times0.08+8\times0.18)/14=0.137\,m_0$.

With the same masses but $a=b=6$ nm, $f=6/15=2/5$. Now gap 5 closes, while gap 6 opens to 61.0 meV.

\subsection*{Where the conclusion depends on the model}

The interface rule matters. A more general kinetic operator is $\frac12m^\alpha pm^\beta pm^\alpha$ with $p=-i\hbar\,d/dz$ and $2\alpha+\beta=-1$; (\ref{eq:h}) is the case $\beta=-1$. Here $m^\alpha\psi$ and $m^\beta(m^\alpha\psi)'$ are continuous, while $k_i$ is unchanged. In (\ref{eq:kp}), $\eta$ is replaced by
\begin{equation}
\frac{k_Am_A^\beta}{k_Bm_B^\beta}=\left(\frac{m_A}{m_B}\right)^{\beta+1/2}.
\end{equation}
For $\beta=-1/2$ this is 1 and all gaps vanish. A mass step thus opens gaps for every $\beta$ except this one.

In-plane motion with wavevector $k_\parallel$ adds $\hbar^2k_\parallel^2/(2m_i)$ to the band edge of layer $i$. The edges then differ by $(\hbar^2k_\parallel^2/2)(1/m_A-1/m_B)$, the two half-wave conditions no longer hold at one energy, and the closed gap generally reopens.

The masses and widths are round values in the rough range of III--V semiconductor superlattices. They do not describe a particular pair of compounds. In a real pair the first gap is sensitive to a residual offset: raising or lowering the edge of B by 2 meV changes it to 7.68 or 5.13 meV, and lowering it by about 10 meV makes the two velocities equal at the first Bragg energy and closes that gap. The closure of gap 3 needs an exact ratio of phases, so small departures from the model generally reopen it. The following changes, made one at a time, reopen gap 3:
\begin{itemize}
\item in-plane energy $k_BT=6.64$ meV in layer A, at 77 K: 0.64 meV;
\item the edge of B raised by 10 meV: 1.93 meV;
\item every A layer wider by 0.28 nm, roughly one monolayer: 2.07 meV;
\item nonparabolicity, with $m_i$ replaced by $m_i(1+E/E_{g,i})$ and rough host gaps $E_{g,i}$ of 1.6 and 3.6 eV: 0.83 meV.
\end{itemize}
Nonparabolicity also lowers the centre of gap 3 to 124.5 meV, but changes the first gap only from 6.40 to 6.30 meV. The higher rows of the table hold for parabolic bands only: with the same host gaps, the centre of gap 6 falls from 522 to 445 meV and the gap opens to 7.5 meV.

For an assumed mobility of $10^4$ cm$^2$/Vs and the growth-axis mass $0.137\,m_0$, the collision time $\tau$ is 0.78 ps and the broadening $\hbar/\tau$ is 0.84 meV (for a mobility in the plane, the mass $d/(a/m_A+b/m_B)=0.117\,m_0$ gives 0.67 ps and 0.99 meV); small-angle scattering, which hardly lowers the mobility, can make the real broadening larger. On this estimate the first gap is resolvable at fixed small $k_\parallel$, while a reopened third gap of 1 to 2 meV is marginal. The gap moves with $k_\parallel$: an in-plane energy of 6.64 meV in layer A puts its edges at 16.88 and 20.94 meV. At 8 meV the top of the first miniband reaches 18.0 meV, above the upper edge at $k_\parallel=0$, so the density of states summed over all $k_\parallel$ has no gap there. The gap also narrows, because in-plane motion lowers the edge of B relative to A: it is 0.8 meV wide at an in-plane energy of 16 meV in layer A and closes at 18.4 meV ($k_\parallel\approx0.20$ nm$^{-1}$), where the two velocities along the growth axis are equal. An applied field must also stay well below $6.40\ \text{meV}/(e\times14\ \text{nm})=4.6$ kV/cm, where the potential drop per period equals the first gap. Tunnelling through this gap sets in earlier: a semiclassical estimate gives a probability of about 0.08 per pass at 1 kV/cm and 0.33 at 2.3 kV/cm.

\section*{Numbers as computed}
\begin{verbatim}
width of A, of B, period: 6.0, 8.0, 14.0 nm
mass in A, in B: 0.08, 0.18 m0
hbar^2/(2 m0): 38.100 meV nm^2
velocity ratio eta: 1.5000
reflection amplitude r, probability r^2: 0.2000, 0.0400
phase fraction f: 0.33333
(eta+1/eta)/2: 1.08333
|cos qd| at total phase pi: 1.06250
energy scale hbar^2/(2 mA a^2): 13.229 meV
edge: cos(phase A) +0.600, phase 0.9273 rad, E 11.375 meV
edge: cos(phase A) +0.400, phase 1.1593 rad, E 17.779 meV
edge: cos(phase A) -0.400, phase 1.9823 rad, E 51.985 meV
edge: cos(phase A) -0.600, phase 2.2143 rad, E 64.864 meV
gap n: Bragg energy, lower edge, upper edge, width, first-order width (meV)
gap 1: 14.51, 11.38, 17.78, 6.40, 6.40
gap 2: 58.03, 51.98, 64.86, 12.88, 12.80
gap 3: 130.57, 130.57, 130.57, 0.00, 0.00
gap 4: 232.12, 219.02, 244.71, 25.69, 25.59
gap 5: 362.68, 347.32, 379.48, 32.16, 31.99
gap 6: 522.26, 522.26, 522.26, 0.00, 0.00
largest edge difference, formula - finite elements: 1.4e-04 meV
closure energy of gap 3: 0.1306 eV
transmission of one B layer at Bragg energy 1: 0.8848
transmission of one B layer at closure: 1.0000
slope |dE/d(qd)| at closure, formula: 27.21 meV/rad
slope |dE/d(qd)| at closure, numerical: 27.21 meV/rad
miniband mass at the bottom: 0.1371 m0
largest gap, equal masses: 6.5e-10 meV
largest gap, ordering beta=-1/2: 3.8e-05 meV
widths 6 and 6 nm: gap 4, 5, 6 = 40.72, 0.00, 61.03 meV
temperature, kT: 77 K, 6.64 meV
effective step from in-plane energy kT in A: 3.69 meV
gap 3 reopened by that in-plane motion: 0.64 meV
gap 3 reopened by B edge raised 10 meV: 1.93 meV
gap 3 reopened by A wider by 0.28 nm: 2.07 meV
host band gaps for nonparabolicity, A and B: 1.6, 3.6 eV
gap 1 with nonparabolicity: 6.30 meV
gap 3 with nonparabolicity: 0.83 meV, centred at 124.5 meV
mobility, lifetime: 10000 cm2/Vs, 0.78 ps
collision broadening hbar/lifetime: 0.84 meV
field with drop per period equal to gap 1: 4.57 kV/cm
\end{verbatim}
